# Why spin-split surface bands meet at time-reversal-invariant momenta

## A chain with one orbital per site

Take a row of surface atoms with spacing $a$, one real orbital per atom and two spin states. Without magnetism, the hopping matrix to the neighbour on one side can be written

$$T=t+i\gamma\sigma_y ,$$

with $t$ and $\gamma$ real. Time reversal changes the sign of $i$ and of the spin matrix $\sigma_y$, so it leaves $i\gamma\sigma_y$ unchanged. Hopping to the other side is $T^\dagger=t-i\gamma\sigma_y$, because the Hamiltonian is Hermitian. For a Bloch wave of wave number $k$,

$$H(k)=Te^{ika}+T^\dagger e^{-ika}=2t\cos ka-2\gamma\sin ka\,\sigma_y ,$$

where $i(e^{ika}-e^{-ika})=-2\sin ka$ was used. The splitting is

$$\Delta(k)=4|\gamma\sin ka| .$$

Inversion exchanges the two hopping directions without turning the spin. It would require $T=T^\dagger$, hence $\gamma=0$. The surface lacks inversion, so $\gamma$ may be nonzero and the bands split. The splitting is nevertheless odd in $k$ before the modulus is taken, and an odd periodic function vanishes at $k=0$ and $k=\pi/a$. The lack of inversion permits the splitting; time reversal fixes where it must vanish.

An exchange field $h$ removes this protection. If it acts through $h\sigma_z$, the splitting becomes $2\sqrt{h^2+4\gamma^2\sin^2ka}$, with no crossing. If it acts through $h\sigma_y$, the splitting is $2|h-2\gamma\sin ka|$. The crossing then moves to $\sin ka=h/2\gamma$, provided $|h|\le2|\gamma|$. In both cases the gap at $k=0$ is $2|h|$.

## The proof for a real surface

In Hartree atomic units, the one-electron Hamiltonian with spin-orbit coupling is

$$H=\frac{p^2}{2}+V(\mathbf r)+\frac{1}{4c^2}(\nabla V\times\mathbf p)\cdot\boldsymbol\sigma .$$

The potential $V$ is real, periodic along the surface and otherwise unrestricted. There is no magnetic or exchange field. Electron interactions may enter through a non-magnetic mean field.

Time reversal is $\Theta=i\sigma_yK$, where $K$ is complex conjugation. It leaves $\mathbf r$ unchanged. Since $\mathbf p=-i\nabla$, it gives $\Theta\mathbf p\Theta^{-1}=-\mathbf p$, and direct multiplication of the spin matrices gives $\Theta\boldsymbol\sigma\Theta^{-1}=-\boldsymbol\sigma$. The kinetic term contains two factors of $\mathbf p$, and the spin-orbit term one of $\mathbf p$ and one of $\boldsymbol\sigma$. Each term keeps its sign, so $\Theta H\Theta^{-1}=H$. The shape of $V$ did not enter, so the asymmetry of the surface does no harm.

Two properties of $\Theta$ are needed. The matrix $i\sigma_y$ is real, so

$$\Theta^2=(i\sigma_y)(i\sigma_y)=-\sigma_y^2=-1 .$$

It is also unitary, and conjugating both states conjugates their overlap:

$$\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*=\langle b|a\rangle .$$

Let $H\psi=E\psi$. Then $\Theta\psi$ also has energy $E$. Setting $a=\psi$ and $b=\Theta\psi$ gives

$$\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle .$$

The left side is $-\langle\Theta\psi|\psi\rangle$, so the overlap equals its own negative and is zero. The two states are different. This is Kramers' theorem.

**Even multiplicity.** Suppose $\phi$ belongs to the same level and is orthogonal to $\psi$ and $\Theta\psi$. Then $\langle\Theta\phi|\Theta\psi\rangle=\langle\psi|\phi\rangle=0$. Also $\langle\Theta\phi|\Theta^2\psi\rangle=\langle\Theta\psi|\phi\rangle=0$, which means $\langle\Theta\phi|\psi\rangle=0$. The partner of $\phi$ is therefore orthogonal to the first pair as well. Pairs can be removed one after another, and no single state can remain.

**Momentum of the partner.** A translation by a surface lattice vector $\mathbf R$ multiplies a Bloch state by $e^{i\mathbf k\cdot\mathbf R}$. Translation commutes with $\Theta$, while $\Theta$ conjugates the phase, so $\Theta\psi$ has momentum $-\mathbf k$. In general the theorem thus relates a level at $\mathbf k$ to one at $-\mathbf k$. Both belong to the same momentum when

$$-\mathbf k=\mathbf k+\mathbf G,$$

where $\mathbf G$ is a surface reciprocal vector. With primitive reciprocal vectors $\mathbf b_1$ and $\mathbf b_2$, the four inequivalent solutions are $0$, $\mathbf b_1/2$, $\mathbf b_2/2$ and $(\mathbf b_1+\mathbf b_2)/2$.

**Location of the partner.** $\Theta$ exchanges the two spin components, up to sign and conjugation, so the spin-summed density is unchanged. The partner of a state bound to one surface is bound to that same surface.

Now follow two spin-split branches, separate from all other levels, to one of the four momenta. If they arrived at different energies, each would be a single level, which even multiplicity forbids. They must meet. The argument requires that the surface band still exists there as a bound state. If it has merged with the bulk continuum, no discrete pair remains to be compared.

## Why the bands may split elsewhere

If inversion $P$ were present, $P\Theta$ would return $-\mathbf k$ to $\mathbf k$. Since $P$ does not act on spin and $P^2=1$, $(P\Theta)^2=-1$. The proof above would then apply at every momentum, and all bands would be doubly degenerate.

A twofold axis $C_2$ along the surface normal also returns $-\mathbf k$ to $\mathbf k$, but it turns the spin through $-i\sigma_z$. Hence $C_2^2=-1$. It commutes with $\Theta$, so $(C_2\Theta)^2=(-1)(-1)=+1$, and the overlap argument no longer forces a pair.

A numerical example shows the difference. The Hamiltonian above was diagonalized in plane waves for a random real potential, periodic in three dimensions, at zero normal momentum. The factor $1/4c^2$ was replaced by 0.2 to make the splittings large. The twenty lowest levels were grouped in successive pairs. Only plane waves with kinetic energy below 2 hartree were kept. At a general surface momentum, the largest gap within a pair was 0.059 hartree without spatial symmetry and 0.053 hartree with a twofold axis. These two values are not converged: for cutoffs from 1.5 to 4 hartree each lies between about 0.03 and 0.06 hartree and their order changes, so only the fact that both are nonzero matters. With inversion the gap vanished to rounding error. Without spatial symmetry, it also vanished to rounding error at the four special momenta.

## Splitting near a meeting point

Let $\boldsymbol\Gamma$ be one of the four momenta, $q$ a small displacement along a fixed direction, and $D$ the derivative of the Bloch Hamiltonian $H(\mathbf k)$ in that direction. In a basis where $H(\mathbf k+\mathbf G)=H(\mathbf k)$, time reversal maps $H(\boldsymbol\Gamma+\mathbf q)$ to $H(\boldsymbol\Gamma-\mathbf q)$. Therefore $\Theta D\Theta^{-1}=-D$, and

$$\langle\Theta\psi|D\Theta\psi\rangle=-\langle\Theta\psi|\Theta D\psi\rangle=-\langle D\psi|\psi\rangle=-\langle\psi|D\psi\rangle .$$

The last step uses the Hermiticity of $D$. Within the pair, $D$ is a traceless Hermitian $2\times2$ matrix with eigenvalues $\pm w$. To first order,

$$\Delta=2wq .$$

If $w$ vanishes in some direction, any splitting there starts at a higher order.

An exchange term $X$ is also odd under $\Theta$, so the same algebra makes its projection traceless. It splits the pair in first order unless that projection vanishes. A static electric potential, including one from a gate or from strain, is even under $\Theta$. It can change $w$ and the energy of the meeting point, but it cannot open a gap there.

## How large: a heavy adlayer on a semiconductor

The example is a tight-binding slab. Its lattice constant and substrate gap are close to those of thallium-covered silicon (111); the other parameters are round illustrative values. Lengths are in nm and energies in eV.

- The adatoms form a triangular lattice with constant 0.384 nm. Each lies 0.17 nm above three substrate atoms.
- Each adatom has three $p$ orbitals, at 1.6 eV in the plane and 0 eV along the normal. The spin-orbit term is $\xi\,\mathbf L\cdot\mathbf S$, with $\xi=0.6$ eV.
- Hopping between adatoms is 0.2 eV for orbitals pointing along the bond and −0.05 eV for orbitals perpendicular to it. Hopping to the substrate is 0.3 eV times the direction cosine of the bond.
- The substrate has one chain of 40 sites per surface cell. Site energies alternate between −0.55 and +0.55 eV, starting with −0.55 eV at the top, and the hopping is 1.0 eV. This gives a gap of 1.10 eV.

No momentum-dependent spin splitting was put in by hand. Diagonalization gives one pair of surface bands in the gap, with energies measured from mid-gap:

- zone centre: −0.113 eV, twice;
- each of the three edge midpoints: −0.030 eV, twice;
- zone corner: −0.015 and +0.007 eV, a splitting of 22 meV.

The corner is a point of high symmetry, but twice its momentum is not a reciprocal vector. Its time-reversed partner lies at the opposite corner, so Kramers' theorem does not join the branches. The equal energies of the three midpoints come from the threefold axis. Strain may separate those energies, but each remains doubly degenerate.

On a $12\times12$ momentum grid, the largest splitting is 78 meV, and the branches touch at the four required points and at no other grid point. Crossings between grid points are not excluded. The splitting disappears throughout the grid when $\xi=0$, with the other parameters fixed. It also disappears when the substrate bond is removed at fixed $\xi$, because the flat adlayer then has inversion symmetry. Both ingredients are needed in this model.

The slope $w$ is 0.00815 eV nm at the zone centre, the same in every direction. At an edge midpoint it is 0.018 eV nm towards the centre and 0.0045 eV nm along the zone edge. At $q=0.1$ nm$^{-1}$ from the centre, the splitting is

$$2\times0.00815\times0.1=0.0016\ \text{eV}=1.6\ \text{meV}.$$

Extending this line to the edge midpoint, at 9.45 nm$^{-1}$, would predict 154 meV where the true splitting is zero. A slope fitted near the centre cannot describe the whole zone.

An exchange field of $\pm10$ meV for the two spins along the normal, acting on the adatoms, opens 11.7 meV at the centre and 14.4 meV at the midpoint examined. At the centre, 65% of each state lies on the adatoms. A pure spin state would therefore split by $2\times10\times0.65=13.0$ meV. The smaller result reflects the opposite spin component mixed in by spin-orbit coupling.

## Comparison with real surfaces

Measured splittings at the zone corner of thallium on silicon are, roughly, tenths of an electronvolt. The model's 22 meV is far too small, and its total band range of 0.13 eV is narrow. The high in-plane orbital energy, which leaves a single pair in the gap, and the simplified substrate make the example unsuitable for predicting that material. Giving the substrate lateral dispersion, with a hopping of 0.05 eV of opposite sign on its two kinds of site and site energies of ±0.85 eV to keep the gap at the zone centre at 1.10 eV, lowers the largest splitting from 78 to 72 meV. The four degeneracies remain.

Temperature limits what can be resolved. The metallic, high-temperature estimate of phonon broadening is $2\pi\lambda k_BT$. With an assumed coupling $\lambda=0.3$ and $k_BT=25.9$ meV at 300 K, it gives 49 meV, more than the corner splitting. The formula assumes phonon energies well below $k_BT$ and a band much wider than the broadening, so for this 0.13 eV band it gives only the order of magnitude. When the linewidth is well above the splitting, a single broad peak is no proof of degeneracy.

A magnetic field of 1 T gives a Zeeman splitting of 0.12 meV for $g=2$. Its orbital effect on the linear branches has the scale $\sqrt2\,w/\ell$, where $\ell=25.7$ nm is the magnetic length. This is 0.45 meV at the zone centre, larger than the Zeeman term but small beside the broadening.

The result depends on the absence of magnetism. The calculation contains no electron interaction that could produce it. A partly filled narrow band may develop magnetic moments, and the exchange gaps above show the consequence for a 10 meV field.

## What to do in practice

In a calculation, compare the two branches at all four special momenta. If a non-magnetic surface shows a gap inside a pair, look for a residual moment or a numerical treatment that breaks time reversal. This comparison requires two branches that stay separate from all other levels. On a topological surface, two branches that meet at one special momentum can join different Kramers pairs at another. They are then separated by a gap there, although time reversal holds. Coupling between the two faces of a thin slab cannot split a Kramers pair, because it also respects $\Theta$. It can, however, open a gap between the two branches seen on one face: the four states of the two faces then form two pairs at different energies. Count the degeneracy of each level, and thicken the slab to see whether the gap closes.

A slab with two identical faces related by inversion needs separate care. Its levels are doubly degenerate at every momentum, since $P\Theta$ places the partner on the opposite face. In a thick slab the splitting of each surface remains visible, with every branch appearing twice, once for each face. The spin polarization is hidden, because the two faces contribute opposite spins at the same momentum and energy. To see the spin of one surface, make the faces different, or project the states onto one face of a slab thick enough to decouple them.

In a measurement, follow both branches through the special momentum and compare any apparent gap with the linewidth. In a film a few layers thick, coupling between the faces can open such a gap. On a thick crystal, a resolved gap points to broken time reversal only if the two branches stay separate from all other levels. A crossing displaced from the special momentum can do so too, as the chain with $h\sigma_y$ shows. First exclude an error in the momentum origin and an accidental crossing.

Nonmagnetic disorder blurs the momentum label, but the Kramers argument itself used no periodicity. A bound one-electron level at a nonmagnetic defect therefore remains at least doubly degenerate.
